# Hellmann-Feynman force and Pulay term for H2+ in Gaussian bases: verification in Python

```python
"""
H2+ with clamped nuclei A (z=0) and B (z=R), Hartree atomic units.
Result under test: dE/dR = G + P for a variational Gaussian basis, where
  G = -1/R^2 - <psi|(z-R)/r_B^3|psi>               Hellmann-Feynman slope
  P = 2 sum_(i on B) c_i <d chi_i/dR | H-E | psi>  Pulay term
and P gets no contribution from any part of d chi_i/dR inside the basis.
Basis functions: chi = u^n exp(-a r^2), u = z - (centre), n = 0 (s), 1 (p_z), 2.
A basis is a list of pairs (n, a), placed on both nuclei.
True slopes: finite differences of energies with analytic integrals (pyscf).
G and P: real-space quadrature, which shares no integral code with pyscf.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto


def analytic_energy(shells, R):
    mol = gto.M(atom=[["H", (0.0, 0.0, 0.0)], ["H", (0.0, 0.0, R)]],
                basis={"H": [[n, [a, 1.0]] for n, a in shells]},
                unit="Bohr", charge=1, spin=1, cart=True, verbose=0)
    # the last Cartesian component of each shell is s, z or zz
    keep = np.asarray(mol.ao_loc_nr())[1:] - 1
    pick = np.ix_(keep, keep)
    h = (mol.intor("int1e_kin") + mol.intor("int1e_nuc"))[pick]
    s = mol.intor("int1e_ovlp")[pick]
    return eigh(h, s, eigvals_only=True)[0] + 1.0 / R


def true_slope(shells, R, h=0.01):
    e = {k: analytic_energy(shells, R + k * h) for k in (-2, -1, 1, 2)}
    return (8 * (e[1] - e[-1]) - (e[2] - e[-2])) / (12 * h)


def place(shells, R):
    n = np.array([s[0] for s in shells] * 2)
    a = np.array([s[1] for s in shells] * 2)
    centre = np.repeat([0.0, R], len(shells))
    return n, a, centre


def solve_and_pulay(shells, R):
    """Quadrature in two-centre coordinates xi, eta; removes 1/r poles."""
    n, a, centre = place(shells, R)
    half = R / 2
    x, wx = leggauss(100)
    y, wy = leggauss(80)
    reach = 10.5 / half
    xi, eta = np.meshgrid(1 + reach * (x + 1) / 2, y, indexing="ij")
    weight = np.outer(wx * reach / 2, wy) * 2 * np.pi * half**3
    weight = (weight * (xi**2 - eta**2)).ravel()
    xi, eta = xi.ravel(), eta.ravel()
    z = half * (xi * eta + 1)
    rho2 = half**2 * (xi**2 - 1) * (1 - eta**2)
    attraction = -1 / (half * (xi + eta)) - 1 / (half * (xi - eta))

    u = z[:, None] - centre
    r2 = rho2[:, None] + u**2
    gauss = np.exp(-a * r2)
    chi = u**n * gauss
    laplacian = (n * (n - 1) * u**np.maximum(n - 2, 0)
                 + (4 * a**2 * r2 - 2 * a * (2 * n + 3)) * u**n) * gauss
    h_chi = -0.5 * laplacian + (attraction + 1 / R)[:, None] * chi

    S = chi.T @ (weight[:, None] * chi)
    H = chi.T @ (weight[:, None] * h_chi)
    norm = np.sqrt(np.diag(S))
    scale = np.outer(norm, norm)
    values, vectors = eigh((H + H.T) / 2 / scale, S / scale)
    energy, c = values[0], vectors[:, 0] / norm

    residual = weight * ((h_chi - energy * chi) @ c)
    on_b = centre > 0
    raised = 2 * a * u**(n + 1) * gauss
    lowered = -n * u**np.maximum(n - 1, 0) * gauss
    up = (2 * c * (raised.T @ residual))[on_b]
    down = (2 * c * (lowered.T @ residual))[on_b]
    return energy, c, up, down


def hellmann_feynman_parts(shells, R, c):
    """Electronic slope from density on A, overlap density, density on B."""
    n, a, centre = place(shells, R)
    x, wx = leggauss(100)
    r = np.concatenate([R * (x + 1) / 2, R + 11 * (x + 1) / 2])
    wr = np.concatenate([wx * R / 2, wx * 11 / 2])
    cosine, wc = leggauss(int(60 + 20 * R))
    rr, cc = np.meshgrid(r, cosine, indexing="ij")
    weight = (-2 * np.pi * np.outer(wr, wc) * cc).ravel()
    z = (R + rr * cc).ravel()
    rho2 = (rr**2 * (1 - cc**2)).ravel()
    u = z[:, None] - centre
    chi = u**n * np.exp(-a * (rho2[:, None] + u**2))
    on_b = centre > 0
    psi_a, psi_b = chi[:, ~on_b] @ c[~on_b], chi[:, on_b] @ c[on_b]
    return np.array([weight @ psi_a**2, 2 * weight @ (psi_a * psi_b),
                     weight @ psi_b**2])


def analyse(shells, R):
    energy, c, up, down = solve_and_pulay(shells, R)
    parts = hellmann_feynman_parts(shells, R, c)
    out = dict(E=energy, up=up, down=down, parts=parts,
               G=parts.sum() - 1 / R**2, P=up.sum() + down.sum(),
               slope=true_slope(shells, R))
    # two unrelated integral routes must give the same energy and slope
    assert abs(energy - analytic_energy(shells, R)) < 1e-8
    assert abs(out["G"] + out["P"] - out["slope"]) < 1e-7
    return out


exponents = [0.2, 0.8, 3.2, 12.8]
s_set = [(0, a) for a in exponents]
p_set = [(1, a) for a in exponents]
u2_set = [(2, a) for a in exponents]
bases = {
    "s": s_set,
    "s+p": s_set + p_set,
    "s+p+u2": s_set + p_set + u2_set,
    "8s": s_set + [(0, 2 * a) for a in exponents],
    "s+p(2a)": s_set + [(1, 2 * a) for a in exponents],
}

R_main = 2.0
main = {name: analyse(shells, R_main) for name, shells in bases.items()}

# Parts of the basis derivative inside the span must drop out of P.
count = len(exponents)
for name, top in (("s", 0), ("s+p", 1), ("s+p+u2", 2)):
    assert np.max(np.abs(main[name]["down"])) < 1e-8
    if top:
        assert np.max(np.abs(main[name]["up"][:top * count])) < 1e-8
# With p functions of other exponents the s part must survive.
wrong_p_s_part = main["s+p(2a)"]["up"][:count]
assert np.max(np.abs(wrong_p_s_part)) > 1e-6
# More s functions do not do the work of the p functions.
assert abs(main["8s"]["P"]) > 0.5 * abs(main["s"]["P"])
assert abs(main["s+p"]["P"]) < 0.5 * abs(main["8s"]["P"])
# A spherical cloud on B exerts no force on nucleus B.
assert abs(main["s"]["parts"][2]) < 1e-10

distances = [1.5, 2.0, 3.0, 4.0, 6.0]
table = {(R, name): analyse(bases[name], R)
         for R in distances for name in ("s", "s+p")}
for R in distances:
    assert abs(table[R, "s+p"]["P"]) < 0.5 * abs(table[R, "s"]["P"])

R_far = 12.0
far = analyse(s_set, R_far)
assert abs(far["P"] * R_far**2 - 0.5) < 0.005
assert abs(far["G"] * R_far**2 + 0.5) < 0.005

print("exponents (bohr^-2):", exponents)
print(f"main distance R = {R_main} bohr; E in hartree, slopes in hartree/bohr")
for name, d in main.items():
    print(f"{name:8s} E={d['E']:.6f} dE/dR={d['slope']:+.6f} "
          f"G={d['G']:+.6f} P={d['P']:+.6f}")
print(f"nuclear part of G: {-1 / R_main**2:+.6f} hartree/bohr")
print("electronic parts of G (hartree/bohr): on A, overlap, on B")
for name in ("s", "s+p"):
    q = main[name]["parts"] + 0.0
    print(f"{name:8s} {q[0]:+.6f} {q[1]:+.6f} {q[2]:+.6f}")
print("P by s exponent, s basis (hartree/bohr):",
      " ".join(f"{v:+.6f}" for v in main["s"]["up"]))
print("P by p exponent, s+p basis (hartree/bohr):",
      " ".join(f"{v:+.6f}" for v in main["s+p"]["up"][count:]))
print(f"largest s-function part of P, s+p basis: "
      f"{np.max(np.abs(main['s+p']['up'][:count])):.1e} hartree/bohr")
print(f"sum of s-function parts of P, s+p(2a): "
      f"{wrong_p_s_part.sum():+.6f} hartree/bohr")
print(f"largest s-function part of P, s+p(2a): "
      f"{np.max(np.abs(wrong_p_s_part)):.6f} hartree/bohr")
print(f"|P(s)|/|P(s+p)| at R = {R_main} bohr: "
      f"{abs(main['s']['P'] / main['s+p']['P']):.2f}")
to_ev_per_angstrom = (physical_constants["Hartree energy in eV"][0]
                      / (physical_constants["Bohr radius"][0] * 1e10))
for name in ("s", "s+p"):
    print(f"P({name}) = {main[name]['P'] * to_ev_per_angstrom:+.4f} eV/angstrom")
print("distance table: R in bohr, slopes in hartree/bohr")
for (R, name), d in table.items():
    print(f"R={R:.1f} {name:4s} dE/dR={d['slope']:+.6f} "
          f"G={d['G']:+.6f} P={d['P']:+.6f}")
print(f"s basis, R = {R_far} bohr: dE/dR = {far['slope']:+.2e} hartree/bohr")
print(f"  G = {far['G']:+.6f}, P = {far['P']:+.6f} hartree/bohr")
print(f"  R^2 G = {far['G'] * R_far**2:+.5f}, "
      f"R^2 P = {far['P'] * R_far**2:+.5f} hartree bohr")
worst = max(abs(d["G"] + d["P"] - d["slope"])
            for d in [*main.values(), *table.values(), far])
print(f"largest |G + P - dE/dR| over all cases: {worst:.1e} hartree/bohr")
print("finished without a failed check")
```

Running it gives:

```
exponents (bohr^-2): [0.2, 0.8, 3.2, 12.8]
main distance R = 2.0 bohr; E in hartree, slopes in hartree/bohr
s        E=-0.587746 dE/dR=+0.001876 G=-0.084057 P=+0.085933
s+p      E=-0.600895 dE/dR=+0.000186 G=-0.001627 P=+0.001813
s+p+u2   E=-0.601229 dE/dR=-0.000482 G=-0.000405 P=-0.000077
8s       E=-0.590554 dE/dR=+0.001719 G=-0.076654 P=+0.078373
s+p(2a)  E=-0.600814 dE/dR=+0.000250 G=-0.002155 P=+0.002405
nuclear part of G: -0.250000 hartree/bohr
electronic parts of G (hartree/bohr): on A, overlap, on B
s        +0.075912 +0.090031 +0.000000
s+p      +0.079301 +0.116796 +0.052276
P by s exponent, s basis (hartree/bohr): +0.011494 +0.059996 +0.011337 +0.003106
P by p exponent, s+p basis (hartree/bohr): +0.000056 +0.001690 +0.000094 -0.000028
largest s-function part of P, s+p basis: 1.6e-14 hartree/bohr
sum of s-function parts of P, s+p(2a): +0.000996 hartree/bohr
largest s-function part of P, s+p(2a): 0.000856 hartree/bohr
|P(s)|/|P(s+p)| at R = 2.0 bohr: 47.40
P(s) = +4.4189 eV/angstrom
P(s+p) = +0.0932 eV/angstrom
distance table: R in bohr, slopes in hartree/bohr
R=1.5 s    dE/dR=-0.095809 G=-0.186086 P=+0.090277
R=1.5 s+p  dE/dR=-0.104065 G=-0.105139 P=+0.001074
R=2.0 s    dE/dR=+0.001876 G=-0.084057 P=+0.085933
R=2.0 s+p  dE/dR=+0.000186 G=-0.001627 P=+0.001813
R=3.0 s    dE/dR=+0.030321 G=-0.023406 P=+0.053728
R=3.0 s+p  dE/dR=+0.034137 G=+0.031833 P=+0.002304
R=4.0 s    dE/dR=+0.026319 G=-0.013536 P=+0.039855
R=4.0 s+p  dE/dR=+0.028013 G=+0.027001 P=+0.001013
R=6.0 s    dE/dR=+0.007607 G=-0.012339 P=+0.019946
R=6.0 s+p  dE/dR=+0.009848 G=+0.008186 P=+0.001661
s basis, R = 12.0 bohr: dE/dR = +1.53e-06 hartree/bohr
  G = -0.003472, P = +0.003474 hartree/bohr
  R^2 G = -0.50000, R^2 P = +0.50022 hartree bohr
largest |G + P - dE/dR| over all cases: 3.7e-09 hartree/bohr
finished without a failed check
```
